\section*{Spin balance of the exchange torque in a Rashba ferromagnet, part 2}

Conduction electrons in a Rashba ferromagnet exert a torque $\mathbf T$ on its magnetization. The film lies in the $xy$ plane, and a repeated index $i$ runs over $x,y$. Energies are in eV and lengths in nm. With $k_i=-i\partial_i$ and $c=\hbar^2/2m$, the Hamiltonian is
\begin{equation}
H=ck^2+U(\mathbf r)+\tfrac12\{\alpha(\mathbf r),\sigma_xk_y-\sigma_yk_x\}
-\tfrac{\Delta}{2}\,\boldsymbol\sigma\cdot\mathbf n(\mathbf r).
\label{H}
\end{equation}
Here $U$ is a scalar potential, $\alpha$ the Rashba parameter, $\Delta$ the exchange splitting and $\mathbf n$ the direction of the local angular momentum. The magnetization is $\mathbf M=-M_s\mathbf n$. The electron spin operator is $\mathbf s=(\hbar/2)\boldsymbol\sigma$.

For a spinor $\psi$, $\rho=\psi^\dagger\psi$, $\Sigma_a=\psi^\dagger\sigma_a\psi$ and $K_{ia}={\rm Im}\,\psi^\dagger\sigma_a\partial_i\psi$. In a steady state the torque per unit area is
\begin{equation}
\mathbf T=\frac{\Delta}{2}\,\mathbf n\times\boldsymbol\Sigma
=-\partial_i\mathbf Q_i+\mathbf T_{\rm so}.
\label{result}
\end{equation}
The first term on the right is the influx of spin current. The second is the torque of spin-orbit coupling on the electron spins, so the spin-orbit sink receives $-\mathbf T_{\rm so}$. The symmetrized spin current is
\begin{equation}
Q_{ia}=cK_{ia}+\tfrac12\alpha A_i^a\rho, \label{Q}
\end{equation}
with nonzero coefficients $A_x^y=-1$ and $A_y^x=1$. The split between influx and $\mathbf T_{\rm so}$ depends on this definition; $\mathbf T$ does not. With $k_{\rm so}=m\alpha/\hbar^2=\alpha/2c$,
\begin{equation}
\mathbf T_{\rm so}=2k_{\rm so}\,(-Q_{xz},\,-Q_{yz},\,Q_{xx}+Q_{yy}).
\label{cov}
\end{equation}
Impurities that are magnetic or have their own spin-orbit coupling add a further term $\mathbf R$ to the right of (\ref{result}).

In a uniform film with $U=0$, a plane wave has the spin Hamiltonian $ck^2+\mathbf b\cdot\boldsymbol\sigma$, where $\mathbf b=\alpha(k_y,-k_x,0)-\tfrac{\Delta}{2}\mathbf n$ and $\beta=|\mathbf b|$. Its spin obeys $d\boldsymbol\sigma/dt=(2/\hbar)\mathbf b\times\boldsymbol\sigma$. The lower band has $\boldsymbol\Sigma=-\mathbf b/\beta$, and the upper band has the opposite sign.

\subsection{Where the angular momentum goes}

It is tempting to call $-\mathbf T_{\rm so}$ the transfer to the lattice. For the $z$ component this skips a stage. Let $\alpha$ be uniform. From $L_z=\hbar(xk_y-yk_x)$,
\begin{equation}
[L_z,k_x]=i\hbar k_y,\qquad [L_z,k_y]=-i\hbar k_x,
\end{equation}
so, for $H_R=\alpha(k_y\sigma_x-k_x\sigma_y)$,
\begin{align}
[L_z,H_R]&=-i\hbar\alpha(k_x\sigma_x+k_y\sigma_y),\\
[s_z,H_R]&=\tfrac{\hbar\alpha}2\big(k_y[\sigma_z,\sigma_x]-k_x[\sigma_z,\sigma_y]\big)
=+i\hbar\alpha(k_x\sigma_x+k_y\sigma_y).
\end{align}
The sum $L_z+s_z$ commutes with $H_R$. The $z$ spin that the electrons lose through $H_R$ first becomes their orbital angular momentum. It reaches the lattice through forces from $U$, or leaves through the contacts. Where $\alpha$ or $\Delta$ varies in the plane, as at the edges of the strip below, that variation also breaks rotation about $z$ and exchanges angular momentum with the electrons.

The planar model has no orbital motion about $x$ or $y$ to hold the in-plane parts. The interface fixes the direction $\hat{\mathbf z}$ and breaks rotation about in-plane axes. The in-plane torque is therefore taken up by whatever holds the electron at the interface, and the model does not resolve the route. With this reading, the spin-orbit sink is the lattice together with the electrons' orbital motion.

\subsection{A strip between normal leads}

Let the magnet with Rashba coupling fill $0<x<L$, with $\alpha=\Delta=0$ outside. The system is uniform along $y$, so $k_y$ is conserved and $\partial_yQ_{ya}=0$. Integration of the balance over $x$ gives
\begin{equation}
\int_0^L\mathbf T\,dx=\mathbf Q_x(0)-\mathbf Q_x(L)+\int_0^L\mathbf T_{\rm so}\,dx .
\label{strip}
\end{equation}

The edges need care because $\alpha$ jumps. The terms of the Schrödinger equation that can be singular there are
\begin{equation}
-c\psi''+i\alpha\sigma_y\psi'+\tfrac i2\alpha'\sigma_y\psi .
\end{equation}
Integration across an edge removes the bounded middle term and leaves $-c[\psi']+\frac i2[\alpha]\sigma_y\psi=0$, where square brackets denote jumps. Hence
\begin{equation}
\psi\quad\hbox{and}\quad \chi=\psi'-ik_{\rm so}\sigma_y\psi
\quad\hbox{are continuous.}
\end{equation}
The spin current is also continuous, since
\begin{equation}
c\,{\rm Im}\,\psi^\dagger\sigma_a\chi
=cK_{xa}-ck_{\rm so}\,{\rm Re}\,\psi^\dagger\sigma_a\sigma_y\psi
=cK_{xa}-\tfrac\alpha2\delta_{ay}\rho=Q_{xa}.
\end{equation}
No hidden torque sits at the edges.

Inside the strip the equation at energy $E$ is $\psi''=2ik_{\rm so}\sigma_y\psi'+W\psi$ with
\begin{equation}
W=k_y^2+2k_{\rm so}k_y\sigma_x-\frac{\Delta}{2c}\boldsymbol\sigma\cdot\mathbf n+\frac{U-E}{c}.
\end{equation}
Substituting $\psi'=\chi+ik_{\rm so}\sigma_y\psi$ in $\chi'=\psi''-ik_{\rm so}\sigma_y\psi'$ yields
\begin{equation}
\psi'=ik_{\rm so}\sigma_y\psi+\chi,\qquad
\chi'=(W-k_{\rm so}^2)\psi+ik_{\rm so}\sigma_y\chi .
\end{equation}
This linear system and the two continuity conditions determine the reflected and transmitted spinors.

In the left lead $\psi=ae^{ik_xx}+re^{-ik_xx}$. With $z_a=r^\dagger\sigma_aa\,e^{2ik_xx}$,
\begin{equation}
\psi^\dagger\sigma_a\psi'=ik_x\big(a^\dagger\sigma_aa-r^\dagger\sigma_ar+z_a-z_a^*\big).
\end{equation}
The last two terms make a real contribution to the product, so they drop out of its imaginary part. For injection from the left with transmitted spinor $t$,
\begin{equation}
Q_{xa}(0)-Q_{xa}(L)=ck_x\big(a^\dagger\sigma_aa-r^\dagger\sigma_ar-t^\dagger\sigma_at\big).
\end{equation}
For unpolarized injection, the sum over two incoming spins removes the first term. A nonzero influx is then minus the spin carried out by reflected and transmitted electrons.

This form was tested on one beam incident at 0.5 rad with spinor $(0.8,0.6i)$, $\mathbf n=(0.48,0.60,0.64)$, and eight layers of random potential drawn with 0.5 eV standard deviation. The strip parameters are those of the example below. The torques came from integrals inside the strip and the influx from lead amplitudes. The mismatch in (\ref{strip}) was $3\times10^{-15}$ relative to 0.5 eV times the density integrated over $x$.

There is also a null limit. With $\alpha=0$ and uniform $\mathbf n$, $H$ commutes with $\boldsymbol\sigma\cdot\mathbf n$. Unpolarized injection can then create spin along $\mathbf n$ alone, and the torque vanishes.

\subsection{Sum over electrons under bias}

Raise the left reservoir by $eV/2$ and lower the right by $eV/2$. At fixed $k_y$, $dk_x=dE/(2ck_x)$. With $k_y=k_F\sin\theta$, $dk_y=k_xd\theta$, so the density of incoming states per spin is
\begin{equation}
\frac{dk_xdk_y}{(2\pi)^2}=\frac{dE\,d\theta}{8\pi^2c}.
\end{equation}
If $\boldsymbol{\mathcal T}_{L,R}(\theta)$ is the torque integrated over $x$ and summed over spin for unit-amplitude injection from either side, the mean torque per area is
\begin{equation}
\overline{\mathbf T}=\frac{eV}{8\pi^2cL}\int_{-\pi/2}^{\pi/2}d\theta\;
\tfrac12\big(\boldsymbol{\mathcal T}_L-\boldsymbol{\mathcal T}_R\big).
\end{equation}
The influx and spin-orbit torque are averaged alike.

For a clean strip with $\mathbf n=\hat{\mathbf z}$, a half turn about $z$ preserves $H$, exchanges the leads and reverses in-plane vectors. After the angular sum, the left and right in-plane torques are opposite, while their $z$ parts are equal. Hence the $z$ parts cancel under bias, and raising the left reservoir alone by the full $eV$ gives the same in-plane torque.

\subsection{Worked example}

Take $\alpha=0.05$ eV nm, $\Delta=1$ eV, $E_F=4$ eV, $L=4$ nm, $V=4$ mV and the free-electron mass. Then $c=0.0381$ eV nm$^2$, and
\begin{equation}
k_F=\sqrt{\frac{4}{0.0381}}=10.2\ {\rm nm^{-1}},\qquad
k_{\rm so}=\frac{0.05}{2(0.0381)}=0.656\ {\rm nm^{-1}}.
\end{equation}
The strip passes 93\% of the current that open leads would carry at this bias. The current is 0.941 $\mu$A per nm of width. For a thickness of 1 nm this is 94 MA/cm$^2$.

In $\mu$eV/nm$^2$, the balance reads
\begin{align}
x:\quad -86.8&=-0.1-86.7,\\
y:\quad -6.35&=-11.76+5.41 .
\end{align}
Each line is exchange torque, then influx plus spin-orbit torque. Along $x$, nearly all the torque comes from spin-orbit coupling, although the strip has open ends. Along $y$, the magnetization receives $6.35/11.76=54\%$ of the influx and the spin-orbit sink the other 46\%. Neither term may be dropped in general.

Equation (\ref{cov}) interprets the large component. The mean current of $z$ spin in the strip is
\begin{equation}
\overline{Q_{xz}}=\frac{86.7}{2(0.656)}=66\ \mu{\rm eV/nm}.
\end{equation}
The particle current times $\hbar/2$ is $1.93\times10^3$ $\mu$eV/nm, so the mean $z$ polarization of the current is about 3.4\%. A small polarization gives a sizeable torque because $2k_{\rm so}L=5.2$. Their product is 0.18, which is the torque per transmitted electron in units of $\hbar/2$.

For an effective field $\mathbf B$, the torque per area is $M_st\,(-\mathbf n)\times\mathbf B$, with $t$ the thickness. At $\mathbf n=\hat{\mathbf z}$ this gives $T_x=M_stB_y$ and $T_y=-M_stB_x$. With a rough $M_s=1400$ kA/m,
\begin{equation}
B_y=\frac{-86.8\times10^{-6}\times0.1602\ {\rm J/m^2}}{1.4\times10^{-3}\ {\rm A}}
=-9.9\ {\rm mT},\qquad B_x=0.73\ {\rm mT}.
\end{equation}

\subsection{What the example leaves out}

Thermal smearing of the occupations at 300 K changes each component of the exchange torque by about 0.1\% of its value or less. Disorder matters more. Six sets of eight random layers, with 0.5 eV standard deviation and the bias held fixed, gave $T_x=-132$ with a sample spread of 33, and $T_y=-15$ with a spread of 7, in $\mu$eV/nm$^2$. Mean transmission fell to 87\% of open leads, yet the mean torque grew. With only six sets the standard error of the mean $T_x$ is about 13, so the size of the growth is known only roughly. A sample of 150 sets gives a mean $T_x$ near $-160$, about 1.8 times the clean value. Part of the spread comes from the mean potential of each set, which ranges from $-0.50$ to $+0.13$ eV in the six sets: a uniform shift of the strip potential by $-0.2$ or $+0.2$ eV alone moves $T_x$ to about $-47$ or $-125$. The clean value therefore depends strongly on the assumed band offset between strip and leads. These runs do not identify the cause of the growth. They leave the balance intact while changing its terms.

The scattering calculation also left out the potential drop inside the strip. It is tempting to add the torque that a steady force produces in a uniform film without leads. To see its size, let the whole bias fall in the strip, so the force is $F=eV/L$. In a clean uniform film, a lower-band spin $-\mathbf b/\beta$ lags the changing $\mathbf b$. Its deviation must satisfy $(2/\hbar)\mathbf b\times\delta\boldsymbol\Sigma=-d(\mathbf b/\beta)/dt$. With $\dot k_x=F/\hbar$, the part perpendicular to $\mathbf b$ is
\begin{equation}
\delta\boldsymbol\Sigma=\frac{F}{2\beta^3}\mathbf b\times\partial_{k_x}\mathbf b,
\qquad \delta\Sigma_x=-\frac{\alpha\Delta F}{4\beta^3}.
\end{equation}
The upper band cancels this where both bands are filled. The remaining ring, between minority and majority Fermi wavenumbers $k_-$ and $k_+$, gives
\begin{equation}
T_y^{\rm sea}=-\frac{\alpha\Delta^2F}{16\pi}\int_{k_-}^{k_+}\frac{k\,dk}{\beta^3}
=-51\ \mu{\rm eV/nm^2}.
\end{equation}
The numerical output lists this value as the Fermi-sea torque. It is eight times the computed $T_y$, but it must not be added to it. It belongs to electrons accelerated with their occupations in $\mathbf k$ held fixed. In the strip the reservoirs set the occupations of all states that reach the leads. Majority states with $k_F<|k_y|<k_+$ are trapped in the strip and fed by neither lead. By the argument below, each has no $y$ spin and an $x$ spin odd in $k_y$, so they add no in-plane torque as long as $\pm k_y$ are filled alike. To first order in the bias, the missing part is then the equilibrium response to the potential drop $U(x)$.

For $\mathbf n=\hat{\mathbf z}$ this response adds no net in-plane torque. At fixed $k_y$ the spin couples to the vector $\mathbf w=(\alpha k_y,0,-\Delta/2)$, whose direction is the same throughout the magnet. The remaining Rashba term contains only $\sigma_y$, so a spin rotation about $y$ leaves it unchanged. The equilibrium energy can therefore depend on $\mathbf w$ only through its length, and the $x$ and $z$ parts of the spin integrated over $x$ point along $\mathbf w$. The $x$ part is odd in $k_y$ and sums to zero for any $U(x)$. The $y$ part vanishes because the Hamiltonian at fixed $k_y$ is real.

\subsection{Beside a real film}

The parameters are rough choices made with ultrathin cobalt on platinum in mind, not a fit to a measured film. The current density is high but of the order used in short switching pulses. The 4 nm length is far below usual device widths, and one parabolic band replaces several $s$ and $d$ bands. The model also keeps a single thickness subband. Free electrons between hard walls 1 nm apart would fill three subbands at a Fermi energy 4 eV above the lowest one, so the current density and the fields in mT are rough conversions. Platinum adds a spin Hall torque: with a rough spin Hall angle of 0.1, full absorption and the same current density in the platinum, its field is 22 mT in size. The absorbed spins point along $y$, so this field lies along $x$. It should be compared with the Rashba value $B_x=0.73$ mT, not with the 9.9 mT along $y$. The Oersted field of the film's own current is 0.6 mT at the film surface and averages to zero over the film thickness. A wide platinum layer 5 nm thick with the same current density would add an Oersted field of about 3 mT in size, directed along the $y$ axis. For the rough scattering lengths used here, ballistic motion fails before spin-flip scattering becomes strong as the strip is made longer. The strip is already 0.8 of a rough 5 nm mean free path, a majority-spin value; for minority electrons in cobalt the path is about 1 nm or less. The layered disorder above raised the mean size of $T_x$ by half or more. That disorder conserves $k_y$, so it does not represent full diffusive transport. The strip is 0.1 of a rough 40 nm spin-flip length, which describes bulk cobalt. In a 1 nm film on platinum, spin is also lost at the interface and in the platinum, so $\mathbf R$ cannot be assumed small there even at this length.

The assumption of slow magnetization is much safer. An electron at the Fermi velocity crosses in 3.4 fs, during which a 10 GHz precession advances by $2\times10^{-4}$ rad. The values used in this example are listed in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
Fermi energy: 4.0 eV
Rashba parameter: 0.050 eV nm
exchange splitting: 1.0 eV
strip length: 4.0 nm
bias: 4.0 mV
film thickness (rough): 1.0 nm
magnetization (rough): 1400 kA/m
hbar^2/2m: 0.03810 eV nm^2
lead Fermi wavenumber: 10.246 1/nm
k_so = m alpha/hbar^2: 0.6562 1/nm
Rashba energy alpha*kF: 0.512 eV
transmission relative to open leads: 0.9311
current per width: 0.9411 uA/nm
current density: 94.1 MA/cm^2
exchange torque x: -86.838 ueV/nm^2
spin-current influx x: -0.135 ueV/nm^2
spin-orbit torque x: -86.703 ueV/nm^2
torque x per transmitted electron: -0.1797 hbar/2
exchange torque y: -6.352 ueV/nm^2
spin-current influx y: -11.760 ueV/nm^2
spin-orbit torque y: 5.407 ueV/nm^2
torque y per transmitted electron: -0.0131 hbar/2
effective field along y (from torque x): -9.938 mT
effective field along x (from torque y): 0.727 mT
oblique-beam balance residual (relative): 2.6e-15
angular convergence (relative): 7.9e-07
300 K exchange torque x: -86.828 ueV/nm^2
300 K exchange torque y: -6.348 ueV/nm^2
layer disorder, rms: 0.5 eV, draws: 6
disorder, mean transmission vs open leads: 0.870
disorder, torque x mean: -132.40 ueV/nm^2
disorder, torque x spread: 32.65 ueV/nm^2
disorder, torque y mean: -14.82 ueV/nm^2
disorder, torque y spread: 7.15 ueV/nm^2
disorder, angular error of one draw: 1.9e-02 ueV/nm^2
Fermi-sea torque y, whole bias in strip: -50.95 ueV/nm^2
same as field magnitude: 5.83 mT
spin Hall angle (rough): 0.1
spin Hall field at same current density: 22.1 mT
Oersted field at film surface: 0.59 mT
length / mean free path (rough 5 nm): 0.80
length / spin-flip length (rough 40 nm): 0.10
transit time at Fermi velocity: 3.37 fs
precession angle at 10 GHz in transit: 2.1e-04 rad
\end{verbatim}
